# The zigzag graphene edge as a dimerized chain: test program

```python
"""Zigzag edge of graphene in the nearest-neighbour p_z model.

Result under test: at Bloch wavenumber k (times the edge period a) the
half-plane is a chain A1-B1-A2-B2-... with hoppings -t*r and -t, r = 2 cos(k/2).
A zero-energy edge state exists only for |r| < 1 (2 pi/3 < k < 4 pi/3), with
amplitudes sqrt(1-r^2) * (-r)^(n-1) on the A atom of row n and none on B.
t: nearest-neighbour hopping, t2: second-neighbour hopping, d: bond length.
Wide ribbons have two equivalent zigzag edges, hence two zero modes.
"""
import numpy as np

t = 3.0       # eV, round model value
t2 = 0.1      # eV, round model value
d = 1.4       # angstrom, round model value
a = np.sqrt(3.0) * d
row_spacing = 1.5 * d


def atom_positions(rows):
    """Atoms of one ribbon cell, ordered A1, B1, A2, B2, ..."""
    x, y = [], []
    for n in range(rows):
        x += [(n % 2) * a / 2, ((n + 1) % 2) * a / 2]
        y += [-n * row_spacing, -n * row_spacing - d / 2]
    return np.array(x), np.array(y)


def bloch_adjacency(rows, k, distance):
    """Bloch sum over all pairs of atoms separated by the given distance."""
    x, y = atom_positions(rows)
    dx = x[None, :] - x[:, None]
    dy = y[None, :] - y[:, None]
    total = np.zeros(dx.shape, dtype=complex)
    for m in (-1, 0, 1):
        shift = dx + m * a
        linked = np.abs(np.hypot(shift, dy) - distance) < 1e-6
        total += linked * np.exp(1j * k * shift / a)
    return total


def ratio(k):
    return 2 * np.cos(k / 2)


# Full real-space ribbon, closed into a ring along the edge, against chains
cells, rows_small = 12, 8
x0, y0 = atom_positions(rows_small)
x_all = np.concatenate([x0 + c * a for c in range(cells)])
y_all = np.tile(y0, cells)
dx_all = x_all[None, :] - x_all[:, None]
dx_all -= cells * a * np.round(dx_all / (cells * a))
dy_all = y_all[None, :] - y_all[:, None]
bonds = np.abs(np.hypot(dx_all, dy_all) - d) < 1e-6
spectrum_real = np.linalg.eigvalsh(-t * bonds.astype(float))
spectrum_chain = []
for j in range(cells):
    hops = np.full(2 * rows_small - 1, -t)
    hops[0::2] = -t * ratio(2 * np.pi * j / cells)
    chain = np.diag(hops, 1) + np.diag(hops, -1)
    spectrum_chain.extend(np.linalg.eigvalsh(chain))
spectrum_error = np.max(np.abs(spectrum_real - np.sort(spectrum_chain)))
assert spectrum_error < 1e-10

print(f"hopping t = {t:.2f} eV")
print(f"second-neighbour hopping t2 = {t2:.2f} eV")
print(f"bond length d = {d:.2f} angstrom")
print(f"edge period a = {a:.4f} angstrom")
print(f"row spacing = {row_spacing:.2f} angstrom")
print(f"edge-state interval starts at {2*np.pi/(3*a):.4f} 1/angstrom")
print(f"edge-state interval ends at {4*np.pi/(3*a):.4f} 1/angstrom")
print(f"real-space ring: {cells} cells, {rows_small} rows, "
      f"{len(x_all)} atoms")
print(f"largest level difference, ring vs chains = {spectrum_error:.1e} eV")

# Zero-mode count and absence of any other level outside the bulk bands
rows = 200
print(f"wide ribbon: {rows} rows; zero modes counted for both edges")
for k_over_pi in (0.30, 0.66, 0.70, 0.85, 1.00, 1.15, 1.30, 1.34, 1.60):
    k = k_over_pi * np.pi
    r = ratio(k)
    levels = np.linalg.eigvalsh(-t * bloch_adjacency(rows, k, d))
    is_zero = np.abs(levels) < 1e-6 * t
    others = np.abs(levels[~is_zero])
    inside = 2 / 3 < k_over_pi < 4 / 3
    assert is_zero.sum() == (2 if inside else 0)
    assert others.min() > t * abs(1 - abs(r)) - 1e-9
    assert others.max() < t * (1 + abs(r)) + 1e-9
    print(f"k/pi = {k_over_pi:.2f}: r = {r + 0.0:7.4f}, zero modes = "
          f"{is_zero.sum()}, lowest other |E| = {others.min():.4f} eV")

# Signed amplitudes from the projector on the zero modes, and decay lengths
for k_over_pi in (0.70, 0.80, 0.90, 1.20):
    k = k_over_pi * np.pi
    r = ratio(k)
    levels, vectors = np.linalg.eigh(-t * bloch_adjacency(rows, k, d))
    zero = vectors[:, np.abs(levels) < 1e-6 * t]
    projector = zero @ zero.conj().T
    n = np.arange(10)
    column = projector[2 * n, 0]
    assert np.max(np.abs(column - (1 - r**2) * (-r)**n)) < 1e-7
    assert np.max(np.abs(projector[2 * n + 1, 0])) < 1e-7
    weights = np.real(np.diag(projector))[0::2]
    length = 4 * row_spacing / np.log(np.sqrt(weights[0] / weights[4]))
    assert abs(length - row_spacing / abs(np.log(abs(r)))) < 1e-4
    print(f"k/pi = {k_over_pi:.2f}: edge-row weight = {weights[0]:.4f}, "
          f"amplitude decay length = {length:.3f} angstrom")
    if k_over_pi == 0.80:
        print("k/pi = 0.80: weights on A atoms of rows 1-4 = "
              + ", ".join(f"{w:.4f}" for w in weights[:4]))
        print("k/pi = 0.80: amplitude ratio row 2 / row 1 = "
              f"{np.real(column[1] / column[0]):.4f}")
        print(f"k/pi = 0.80: bulk band edge t(1-|r|) = "
              f"{t * (1 - abs(r)):.4f} eV")

# Coupling of the two edges of a narrower ribbon
rows_narrow = 20
k = 0.80 * np.pi
r = ratio(k)
levels = np.linalg.eigvalsh(-t * bloch_adjacency(rows_narrow, k, d))
edge_level = np.min(np.abs(levels))
edge_formula = t * (1 - r**2) * abs(r)**rows_narrow
assert abs(edge_level / edge_formula - 1) < 1e-4
print(f"{rows_narrow}-row ribbon, k/pi = 0.80: edge levels at +/- "
      f"{edge_level:.4e} eV (diagonalization)")
print(f"{rows_narrow}-row ribbon, k/pi = 0.80: edge levels at +/- "
      f"{edge_formula:.4e} eV (formula)")

# Second-neighbour hopping bends the flat band; first order in t2.
# The tolerance t2^2/t is the size of a second-order correction.
for k_over_pi in (0.70, 0.80, 0.90, 1.00):
    k = k_over_pi * np.pi
    hamiltonian = (-t * bloch_adjacency(rows, k, d)
                   - t2 * bloch_adjacency(rows, k, a))
    levels, vectors = np.linalg.eigh(hamiltonian)
    edge_energy = levels[np.argmax(np.abs(vectors[0])**2)]
    first_order = t2 * (4 + 2 * np.cos(k))
    assert abs(edge_energy - first_order) < t2**2 / t
    print(f"with t2, k/pi = {k_over_pi:.2f}: edge energy = "
          f"{edge_energy:.4f} eV, first order = {first_order:.4f} eV")

print("checks complete")
```

Output:

```
hopping t = 3.00 eV
second-neighbour hopping t2 = 0.10 eV
bond length d = 1.40 angstrom
edge period a = 2.4249 angstrom
row spacing = 2.10 angstrom
edge-state interval starts at 0.8637 1/angstrom
edge-state interval ends at 1.7274 1/angstrom
real-space ring: 12 cells, 8 rows, 192 atoms
largest level difference, ring vs chains = 2.1e-14 eV
wide ribbon: 200 rows; zero modes counted for both edges
k/pi = 0.30: r =  1.7820, zero modes = 0, lowest other |E| = 2.3469 eV
k/pi = 0.66: r =  1.0181, zero modes = 0, lowest other |E| = 0.0663 eV
k/pi = 0.70: r =  0.9080, zero modes = 2, lowest other |E| = 0.2801 eV
k/pi = 0.85: r =  0.4669, zero modes = 2, lowest other |E| = 1.5997 eV
k/pi = 1.00: r =  0.0000, zero modes = 2, lowest other |E| = 3.0000 eV
k/pi = 1.15: r = -0.4669, zero modes = 2, lowest other |E| = 1.5997 eV
k/pi = 1.30: r = -0.9080, zero modes = 2, lowest other |E| = 0.2801 eV
k/pi = 1.34: r = -1.0181, zero modes = 0, lowest other |E| = 0.0663 eV
k/pi = 1.60: r = -1.6180, zero modes = 0, lowest other |E| = 1.8550 eV
k/pi = 0.70: edge-row weight = 0.1756, amplitude decay length = 21.754 angstrom
k/pi = 0.80: edge-row weight = 0.6180, amplitude decay length = 4.364 angstrom
k/pi = 0.80: weights on A atoms of rows 1-4 = 0.6180, 0.2361, 0.0902, 0.0344
k/pi = 0.80: amplitude ratio row 2 / row 1 = -0.6180
k/pi = 0.80: bulk band edge t(1-|r|) = 1.1459 eV
k/pi = 0.90: edge-row weight = 0.9021, amplitude decay length = 1.807 angstrom
k/pi = 1.20: edge-row weight = 0.6180, amplitude decay length = 4.364 angstrom
20-row ribbon, k/pi = 0.80: edge levels at +/- 1.2257e-04 eV (diagonalization)
20-row ribbon, k/pi = 0.80: edge levels at +/- 1.2257e-04 eV (formula)
with t2, k/pi = 0.70: edge energy = 0.2824 eV, first order = 0.2824 eV
with t2, k/pi = 0.80: edge energy = 0.2382 eV, first order = 0.2382 eV
with t2, k/pi = 0.90: edge energy = 0.2098 eV, first order = 0.2098 eV
with t2, k/pi = 1.00: edge energy = 0.2000 eV, first order = 0.2000 eV
checks complete
```
